# Grid convergence of the polar band-edge shift with and without phonon frequency, part 2

An electron at a nondegenerate band minimum (mass $m$, energy zero, band otherwise empty) couples to a dispersionless LO phonon of frequency $\omega$ in a simple cubic crystal of lattice constant $a$. Its second-order shift is summed over an $N\times N\times N$ grid $\mathbf q=2\pi\mathbf n/L$, $L=Na$, in Hartree atomic units:

$$\Delta E=(n+1)F(-\omega)+nF(\omega+i\eta),\qquad F_N(z)={\sum_{\mathbf q}}'\frac{g_{\mathbf q}^2}{z-\varepsilon_{\mathbf q}} .\tag{1}$$

Here $n$ is the Bose factor, $\eta>0$, and the prime omits $\mathbf q=0$. The adiabatic shift, with $\omega$ dropped, is $(2n+1)F(0)$. The band is $\varepsilon_{\mathbf q}=Q^2/2m$ and the vertex $g_{\mathbf q}^2=2\pi\omega/(\varepsilon^*Q^2L^3)$, with $1/\varepsilon^*=1/\varepsilon_\infty-1/\varepsilon_0$. With $\boldsymbol\theta=\mathbf qa$, $\lambda=a^2Q^2=4\sum_i\sin^2(\theta_i/2)$ and $s=-2ma^2z$,

$$F_N(z)=-\frac{C}{N^3}{\sum}'\frac{1}{\lambda(\lambda+s)},\qquad C=\frac{4\pi m\omega a}{\varepsilon^*}.\tag{2}$$

The zone average of $e^{-\lambda t}$ is $B(t)=[e^{-2t}I_0(2t)]^3$. The adiabatic sum diverges:

$$F_N(0)=-C\left[\frac{Z(4)}{16\pi^4}N+c_0+O(1/N)\right],\qquad c_0=\int_0^\infty t\left[B(t)-(4\pi t)^{-3/2}\right]dt .\tag{3}$$

$Z(p)$ is the sum of $|\mathbf n|^{-p}$ over $\mathbf n\ne0$, continued to $p<3$ by splitting the $\tau$ integral at $\tau=1$, with $\vartheta(\tau)=\sum_ne^{-\pi n^2\tau}$:

$$\pi^{-p/2}\Gamma(p/2)Z(p)=\frac{2}{p-3}-\frac2p+\int_1^\infty\left(\tau^{p/2-1}+\tau^{(1-p)/2}\right)(\vartheta^3-1)\,d\tau .\tag{4}$$

$Z_s(p)$ is its counterpart for the grid shifted by half a spacing along each axis. Values: $Z(2)=-8.9136$, $Z_s(2)=-5.4901$, $c_0=0.012164$.

For a parabolic band and $L\to\infty$, with $\beta^2=-2mz$, $\operatorname{Re}\beta>0$, $\alpha=\sqrt{m/2\omega}/\varepsilon^*$ and $\kappa=\sqrt{2m\omega}$,

$$F(z)=\frac{\omega}{\pi\varepsilon^*}\int_0^\infty\frac{-2m\,dq}{q^2+\beta^2}=-\frac{m\omega}{\varepsilon^*\beta}=-\alpha\omega\sqrt{\frac{\omega}{-z}},\tag{5}$$

so $F(-\omega)=-\alpha\omega$.

The example has $a=8$ bohr, $m=0.2$, $\omega=0.002$ Ha, $\varepsilon_\infty=5$, $\varepsilon_0=10$. Hence $1/\varepsilon^*=0.1$, $\alpha=0.7071$, $\kappa=0.028284$ bohr$^{-1}$, $s(-\omega)=0.0512$ and $C=4.0212\times10^{-3}$ Ha. The adiabatic line (3) has slope $-4.26554\times10^{-5}$ Ha per division and constant $-Cc_0=-4.89\times10^{-5}$ Ha. "The program" is the numerical check accompanying the text; its frozen-phonon and quantum-phonon outputs come from diagonalizing small supercells.

## How the sum with $\omega$ converges

For a parabolic band on an unbounded grid the error can be had exactly. Since $\kappa^2/[q^2(q^2+\kappa^2)]=1/q^2-1/(q^2+\kappa^2)$ and $2m\omega=\kappa^2$,

$$F_L(-\omega)=-\frac{D}{2\varepsilon^*},\qquad D=\frac{4\pi}{L^3}{\sum}'\left[\frac1{q^2}-\frac1{q^2+\kappa^2}\right]=4\pi\int_0^\infty(1-e^{-\kappa^2t})\left[K(t)-L^{-3}\right]dt,$$

where $K(t)=L^{-3}\sum_{\mathbf q}e^{-q^2t}$ includes $\mathbf q=0$ and $L^{-3}$ removes it. Poisson summation gives $K=(4\pi t)^{-3/2}\sum_{\mathbf R}e^{-R^2/4t}$ over supercell vectors $\mathbf R$. Call $K'$ the part with $\mathbf R\neq0$. Four pieces result.

The $\mathbf R=0$ term: integration by parts gives $\int_0^\infty(1-e^{-ct})t^{-3/2}dt=2c\int_0^\infty e^{-ct}t^{-1/2}dt=2\sqrt{\pi c}$, so this piece is $(4\pi)^{-1/2}\,2\sqrt\pi\,\kappa=\kappa$.

The piece $4\pi\int(K'-L^{-3})dt$: put $t=L^2\tau/4\pi$, so that $q^2t=\pi n^2\tau$, $K=L^{-3}\vartheta^3$, $(4\pi t)^{-3/2}=L^{-3}\tau^{-3/2}$ and $4\pi\,dt=L^2d\tau$. It becomes $L^{-1}\int_0^\infty(\vartheta^3-\tau^{-3/2}-1)d\tau$. Splitting at $\tau=1$ as before gives $-2$ from $\tau^{-3/2}$ on $(1,\infty)$, $-1$ from the constant on $(0,1)$, and $\int_1^\infty(1+\tau^{-1/2})(\vartheta^3-1)d\tau$. This is (4) at $p=2$, so the piece is $Z(2)/\pi L\equiv-\alpha_M/L$ with $\alpha_M=8.913633/\pi=2.8373$.

The piece $-4\pi\int e^{-\kappa^2t}K'dt$: each image is the Fourier transform of $1/(q^2+\kappa^2)=\int e^{-(q^2+\kappa^2)t}dt$, namely $\frac1{2\pi^2R}\int_0^\infty\frac{q\sin qR}{q^2+\kappa^2}dq=\frac{e^{-\kappa R}}{4\pi R}$ from the residue at $q=i\kappa$.

The piece $+4\pi L^{-3}\int e^{-\kappa^2t}dt=4\pi/\kappa^2L^3$. Together, with $\kappa/2\varepsilon^*=\alpha\omega$,

$$F_L(-\omega)=-\alpha\omega+\frac{\alpha_M}{2\varepsilon^*L}-\frac{2\pi}{\varepsilon^*\kappa^2L^3}+\frac1{2\varepsilon^*}{\sum_{\mathbf R}}'\frac{e^{-\kappa R}}{R}.\tag{6}$$

The program tests this identity at $\kappa L=2$ and $5$. The second piece, $-\alpha_M/L$, is the potential that a unit point charge feels from its periodic images and the background, so $-\alpha_M/2L$ is its Madelung energy, and ionic relaxation multiplies it by $1/\varepsilon_0-1/\varepsilon_\infty=-1/\varepsilon^*$. The $1/L$ error therefore contains neither $m$ nor $\omega$; the program tests the same coefficient for a second pair $m=1$, $\omega=0.001$ Ha.

On the lattice, partial fractions turn (2) into $F_N=-(C/s)N^{-3}\sum'[1/\lambda-1/(\lambda+s)]$, with limit

$$F_\infty(z)=-\frac Cs\,[G(0)-G(s)],\qquad G(s)=\left\langle\frac1{\lambda+s}\right\rangle=\int_0^\infty e^{-st}B(t)\,dt .$$

For $\operatorname{Im}z>0$ one has $\operatorname{Im}s<0$, and $1/x=i\int_0^\infty e^{-ixt}dt$ for $\operatorname{Im}x<0$ gives instead $G=i\int_0^\infty e^{-i(s+6)t}J_0(2t)^3dt$. These integrals use no grid and serve as references. The finite-grid analogue of $K$ follows from $e^{2t\cos\theta}=\sum_rI_r(2t)e^{ir\theta}$ and from the grid average of $e^{ir\theta}$, which is $1$ when $N$ divides $r$ and $0$ otherwise: the average of $e^{-\lambda t}$ is $B(t)$ plus images $\prod_ie^{-2t}I_{Nl_i}(2t)$. Each factor is $\int\frac{d\theta}{2\pi}e^{ir\theta-t\theta^2+t\theta^4/12-\dots}$, a Gaussian with relative corrections $t\theta^4\sim1/t$. Images matter at $t\sim N^2$, so the second piece above carries over (divided by $4\pi$, with $L\to N$) up to a relative $O(N^{-2})$:

$$\frac1{N^3}{\sum}'\frac1\lambda=G(0)+\frac{Z(2)}{4\pi^2N}+O(N^{-3}).\tag{7}$$

The function $1/(\lambda+s)$ is analytic and periodic when $s$ is off the cut $[-12,0]$; for small $s$ its nearest pole along an axis lies at $\theta\approx\pm i\sqrt s$, so its full grid average equals $G(s)$ up to images of order $e^{-N\operatorname{Re}\sqrt s}$, and omitting $\mathbf q=0$ subtracts $1/sN^3$. Thus

$$F_N(z)-F_\infty(z)=-\frac Cs\left[\frac{Z(2)}{4\pi^2N}+\frac1{sN^3}\right]+\dots,\tag{8}$$

the dots being the $N^{-3}$ term of (7), which lacks the large factor $1/s$, and the images. At $z=-\omega$, $C/s=2\pi/\varepsilon^*a$ and (8) reproduces the middle terms of (6). On the shifted grid the images carry signs $(-1)^{l_1+l_2+l_3}$, $Z(2)$ becomes $Z_s(2)$, and the $1/sN^3$ term is absent.

Equation (7) is also the control for the non-polar case. With constant $g^2=\omega^2/N^3$ the adiabatic sum is $-2ma^2\omega^2N^{-3}\sum'1/\lambda$, which tends to $-25.6\times4\times10^{-6}\times0.252731=-2.58797\times10^{-5}$ Ha; the grids give $-2.51573\times10^{-5}$ Ha at $N=32$ and $-2.56990\times10^{-5}$ Ha at $N=128$. One factor $1/q^2$, whether from the denominator as here or from the vertex as in $F(-\omega)$, is integrable and leaves a $1/N$ error. The product of the two is what diverges. By the same counting, any screening that keeps the vertex bounded as $q\to0$ restores convergence of the adiabatic sum; static Thomas–Fermi screening by free carriers, for example, multiplies $g$ by $q^2/(q^2+k_s^2)$ and sends it to zero as $q$. The converged adiabatic value then scales as $1/k_s$, being $-m\omega/2\varepsilon^*k_s$ for a parabolic band, and still differs from the value with $\omega$ kept unless $k_s\gg\kappa$. Static screening of the LO mode also presumes a plasma frequency $\sqrt{4\pi n_c/\varepsilon_\infty m}$ well above $\omega$; for the example parameters the two are equal near a carrier density $n_c=2\times10^{18}$ cm$^{-3}$. A band holding such carriers is no longer the empty band assumed in (1).

The relation of $F_\infty$ to (5) comes from the large-$t$ form of $B$. In the Gaussian above $\langle\theta^4\rangle=3/4t^2$, so each axis gives $1+1/16t$ and $B=(4\pi t)^{-3/2}(1+3/16t+\dots)$. In $[G(0)-G(s)]/s=\int(1-e^{-st})B\,dt/s$ the part $(4\pi t)^{-3/2}$ gives $2\sqrt{\pi s}/(8\pi^{3/2}s)=1/4\pi\sqrt s$. For the rest, $\Delta B$, write $1-e^{-st}=st-(e^{-st}-1+st)$. The first term gives $c_0$. The second is governed by $t\sim1/s$, where $\Delta B=\frac3{16}(4\pi)^{-3/2}t^{-5/2}$, and by parts $\int(e^{-st}-1+st)t^{-5/2}dt=\frac23s\cdot2\sqrt{\pi s}$, which yields $\frac{3}{16}\cdot\frac{4\sqrt\pi}{3}\cdot\frac{\sqrt s}{8\pi^{3/2}}=\frac{\sqrt s}{32\pi}$. So

$$F_\infty=-C\left[\frac1{4\pi\sqrt s}+c_0-\frac{\sqrt s}{32\pi}+O(s)\right].\tag{9}$$

The first term is (5), since $C/4\pi\kappa a=m\omega/\varepsilon^*\kappa$; the others vanish as $a\to0$ because $C\propto a$. With $\sqrt s=0.2263$, (9) gives $(-1.414214-0.048915+0.00905)\times10^{-3}=-1.45408\times10^{-3}$ Ha, within $10^{-4}$ relative of the Bessel integral, $F_\infty=-1.45397\times10^{-3}$ Ha, or $-39.6$ meV.

## The numbers side by side

Γ-centred grids at $T=0$, in $10^{-3}$ Ha; the last column subtracts both terms of (8).

| $N$ | $F_N(0)$ | $F_N(-\omega)$ | corrected |
|---|---|---|---|
| 4 | −0.2070 | −0.2035 | +19.33 |
| 8 | −0.3826 | −0.3661 | +0.4134 |
| 16 | −0.7275 | −0.6314 | −1.3652 |
| 32 | −1.4119 | −0.9458 | −1.4532 |
| 64 | −2.7779 | −1.1828 | −1.4540 |
| 128 | −5.5083 | −1.3162 | −1.4540 |
| 256 | −10.969 | −1.3848 | −1.4540 |

The agreement on coarse grids follows term by term: $1-\lambda/(\lambda+s)=s/(\lambda+s)$ is the relative change of each term, and it is small while the smallest $\lambda\approx(2\pi/N)^2$ exceeds $s$, that is for $N\ll2\pi/\kappa a=27.8$. The difference relative to the adiabatic value is $1.7\%$ at $N=4$, $4\%$ at $N=8$, $13\%$ at $N=16$. The two columns agree there because neither grid resolves $q<\kappa$, and at $N=4$ both are about a seventh of the limit.

The adiabatic line must pass through the correct value once, at $N=(-1.453969\times10^{-3}+4.8915\times10^{-5})/(-4.26554\times10^{-5})=32.9$. At $N=32$ the adiabatic sum lies within $3\%$ of $F_\infty$, while the uncorrected sum with $\omega$ misses $F_\infty$ by $35\%$. The coincidence is a crossing; at $N=256$ the adiabatic sum is $7.5$ times $F_\infty$.

The $1/N$ coefficient is $2.837297\times0.1/16=1.7733\times10^{-2}$ Ha, so an uncorrected error of $1\%$ of $F_\infty$ needs $N=1.7733\times10^{-2}/1.45397\times10^{-5}=1220$. At $N=64$ the corrections are $1.773311\times10^{-2}/64=2.7708\times10^{-4}$ Ha and $C/s^2N^3=5.85\times10^{-6}$ Ha, and $(-1.18275-0.27708+0.00585)\times10^{-3}=-1.45398\times10^{-3}$ Ha. The program tests the corrected sums at $N=64$ and $128$, on both grids, to $10^{-4}$ of $F_\infty$.

The correction fails on coarse grids, and at $N=4$ and $8$ it even gives the wrong sign, because (8) omits the images, which fall only as $e^{-\kappa L}$, and $\kappa L$ is $0.91$ and $1.81$ on these two grids. At $N=16$, $L=128$ bohr and $\kappa L=3.62$; the first three shells of (6), with $6$, $12$ and $8$ vectors at $L$, $\sqrt2L$, $\sqrt3L$, give $(6.3+2.0+0.3)\times10^{-5}=8.6\times10^{-5}$ Ha, against the residual $(-1.36524+1.45397)\times10^{-3}=8.9\times10^{-5}$ Ha.

## A broadening in place of $\omega$

For $z=i\delta$, $-z=\delta e^{-i\pi/2}$, and (5) gives $F=-\alpha\omega\sqrt{\omega/\delta}\,e^{i\pi/4}$, so $\operatorname{Re}F=-\alpha\omega\sqrt{\omega/2\delta}$. At fixed $\delta$ the grid sum converges, and once $N\operatorname{Re}\sqrt s\gg1$ its real part converges quickly, without a $1/N$ error: $s$ is imaginary, so the $1/N$ term of (8) is imaginary, because $\operatorname{Re}\,(i\delta-\varepsilon)^{-1}=-\varepsilon/(\varepsilon^2+\delta^2)$ vanishes as $q^2$ and cancels the vertex. A real part that is stable in $N$ is then easily read as a result. It is a function of $\delta$ with no limit. The lattice values are $-0.7468$, $-1.4586$ and $-2.8751$ (in $10^{-3}$ Ha) for $\delta/\omega=2$, $1/2$, $1/8$, and the continuum values $-0.7071$, $-1.4142$, $-2.8284$: each reduction of $\delta$ by a factor of four doubles the continuum value and multiplies the lattice value by $1.95$ and then $1.97$. The offset between the two sets comes from the later terms of (9), led by $-Cc_0=-0.049\times10^{-3}$ Ha. In the continuum at $T=0$ the choice $\delta=\omega/2$ returns $-\alpha\omega$, which only says that $\delta$ then cuts the integral at the scale where $\omega$ would have cut it.

## Finite temperature

For $z=\omega+i\eta$ let $\varphi=\arctan(\eta/\omega)$. The branch $\operatorname{Re}\beta>0$ requires $-z=|z|e^{-i(\pi-\varphi)}$, so $(-z)^{-1/2}=|z|^{-1/2}e^{i(\pi-\varphi)/2}$ and

$$F(\omega+i\eta)=-\alpha\omega\sqrt{\omega/|z|}\,\left[\sin\frac\varphi2+i\cos\frac\varphi2\right]\;\to\;-i\alpha\omega .$$

The principal value of $\int_0^\infty dq/(\kappa^2-q^2)$ vanishes (tested by quadrature): states below the pole push the level up and states above push it down by equal amounts. In the parabolic continuum, to lowest order,

$$\operatorname{Re}\Delta E=-(n+1)\alpha\omega,\qquad\operatorname{Im}\Delta E=-n\alpha\omega .$$

The thermal factor of the shift is $n+1$, whereas any adiabatic expression carries $2n+1$. At $300$ K, $kT=9.50043\times10^{-4}$ Ha and $n=0.13873$, so $\operatorname{Re}\Delta E=-1.13873\times1.414214\times10^{-3}=-1.6104\times10^{-3}$ Ha, or $-43.8$ meV, and $\operatorname{Im}\Delta E=-1.96\times10^{-4}$ Ha.

On a grid with $\eta=0$, $s$ lies on the cut, $\operatorname{Re}\sqrt s=0$, and the images lose their exponential decay and fall only as $1/R$. A point contributes $g^2/(\omega-\varepsilon_{\mathbf q})$, which changes sign through infinity as a shell of points crosses the surface $\varepsilon_{\mathbf q}=\omega$. For even $N$ from $100$ to $128$, with the smooth terms of (8) removed, the absorption sum ranges from $-0.67$ to $+0.48$ Ha, while the corrected emission sum varies by $1.8\times10^{-9}$ Ha. The size of these extremes is an accident of the chosen $\omega$ and $N$: each comes from one shell of $24$ points lying almost on the surface $\lambda=0.0512$, which by (2) contributes $24C/[N^3\lambda(0.0512-\lambda)]$. At $N=100$ the shell $\mathbf n=(3,2,0)$ has $\lambda=0.0511961$ and gives $+0.48$ Ha; at $N=124$ the shell $(4,2,0)$ has $\lambda=0.0512015$ and gives $-0.67$ Ha. What is general is that nothing damps the scatter as $N$ grows, and that on any fixed grid the sum diverges as $\omega$ approaches one of the energies $\varepsilon_{\mathbf q}$; the program asserts only that the scatter exceeds $\alpha\omega$. With $\eta=\omega/4=5\times10^{-4}$ Ha, $\operatorname{Re}\sqrt s=0.02807$, and at $N=384$, where $N\operatorname{Re}\sqrt s=10.8$, the corrected sum is $(-0.218137-1.39173\,i)\times10^{-3}$ Ha against the reference $(-0.218135-1.39173\,i)\times10^{-3}$ Ha. The price is a bias: the continuum real part at this $\eta$ is $-1.702\times10^{-4}$ Ha where it should be zero, approximately $-\alpha\omega\,\eta/2\omega$. This bias vanishes linearly in $\eta$, so here, unlike at $z=0$, the limit of zero broadening exists, provided $N\to\infty$ is taken first. The lattice total at this $\eta$ is $1.13873(-1.453969\times10^{-3})+0.13873(-2.18135\times10^{-4})=-1.6859\times10^{-3}$ Ha, or $-45.9$ meV, which contains both the lattice terms of (9) and $n$ times the bias.

## Range of validity

Everything here is lowest order in the coupling and evaluated at the bare band energy; multiphonon terms are of higher order in $\alpha$ and are not small by any argument given here once $\alpha$ is of order one or $n$ is large. At $\alpha=0.71$ the values $-39.6$ meV (lattice band, $T=0$) and $-43.8$ meV (parabolic continuum, $300$ K) are those of the second-order formula; because they belong to different bands, their difference is not a temperature shift. At a valence maximum the same algebra holds for the hole, so the electron level moves up. An anisotropic mass, another lattice or several LO modes each change some of the constants (the mass, for instance, does not enter the electrostatic $\alpha_M$ term) but keep the homogeneous degrees $q^{-4}$ and $q^{-2}$ on which the powers $N$ and $1/N$ rest. Degenerate band edges and states away from an extremum, where the adiabatic denominator is linear in $\mathbf q$ and vanishes on a surface, lie outside this derivation.

## Numbers as computed

```
a = 8.0 bohr, m = 0.2 m_e, w = 0.002 Ha, eps_inf = 5.0, eps_0 = 10.0
1/eps* = 0.1000, alpha = 0.70711, kappa = 0.028284 1/bohr
s(-w) = 0.05120, 2pi/(kappa a) = 27.77, C = 4.021239e-03 Ha
Gamma grid: Z(4) = 16.532316, Z(2) = -8.913633, aM = 2.837297
shifted grid: Z(4) = 23.714300, Z(2) = -5.490136, -Z(2)/pi = 1.747565
G(0) = 0.2527310, c0 = 0.0121642, -C c0 = -4.89150e-05 Ha
N=4 frozen phonon -2.069915e-04 Ha, grid sum -2.069917e-04 Ha
N=3 quantum phonon -1.614733e-04 Ha, sum -1.614750e-04 Ha
N=3 adiabatic sum -1.636444e-04 Ha
adiabatic slope, Gamma = -4.26554e-05 Ha = -1.1607 meV per division
  measured N=128..256  = -4.26573e-05 Ha
adiabatic slope, shifted = -6.11858e-05 Ha per division
  measured N=128..256  = -6.11888e-05 Ha
continuum -alpha w = -1.414214e-03 Ha = -38.483 meV
lattice F_inf(-w) = -1.453969e-03 Ha = -39.565 meV
1/N coefficient aM/(2 eps* a) = 1.773311e-02 Ha
   N  adiabatic    adiab.shift  non-adiab.   minus 1/N    minus 1/N,1/N^3 (Ha)
   4 -2.06992e-04 -2.66691e-04 -2.03485e-04 -4.63676e-03 1.93317e-02
   8 -3.82635e-04 -5.25942e-04 -3.66059e-04 -2.58270e-03 4.13358e-04
  16 -7.27530e-04 -1.02175e-03 -6.31430e-04 -1.73975e-03 -1.36524e-03
  32 -1.41194e-03 -2.00380e-03 -9.45809e-04 -1.49997e-03 -1.45315e-03
  64 -2.77789e-03 -3.96328e-03 -1.18275e-03 -1.45983e-03 -1.45398e-03
 128 -5.50832e-03 -7.87993e-03 -1.31616e-03 -1.45470e-03 -1.45397e-03
 256 -1.09685e-02 -1.57121e-02 -1.38479e-03 -1.45406e-03 -1.45397e-03
adiabatic line crosses F_inf at N = 32.9
N for 1% without correction = 1220
control |g|^2 = w^2/N^3, N=32: -2.51573e-05 Ha
control |g|^2 = w^2/N^3, N=128: -2.56990e-05 Ha
control limit: -2.58797e-05 Ha
delta/w = 2.000: Re F lattice -7.46843e-04 Ha, continuum -7.07107e-04 Ha
delta/w = 0.500: Re F lattice -1.45859e-03 Ha, continuum -1.41421e-03 Ha
delta/w = 0.125: Re F lattice -2.87508e-03 Ha, continuum -2.82843e-03 Ha
absorption eta=0, N=100..128: min -6.723e-01 Ha, max 4.823e-01 Ha
corrected emission spread, same N: 1.8e-09 Ha
eta = 5.0e-04 Ha, Re sqrt(s) = 0.02807
absorption N=384 corrected: Re -2.18137e-04 Ha, Im -1.39173e-03 Ha
absorption lattice limit:   Re -2.18135e-04 Ha, Im -1.39173e-03 Ha
absorption continuum:       Re -1.70194e-04 Ha, Im -1.38250e-03 Ha
T = 300.0 K, kT = 9.50043e-04 Ha, n = 0.13873, 2n+1 = 1.27745
adiabatic slope at T = -5.44902e-05 Ha per division
continuum eta->0: Re = -1.61040e-03 Ha = -43.821 meV
continuum eta->0: Im = -1.96188e-04 Ha
lattice, finite eta: Re = -1.68593e-03 Ha = -45.877 meV
lattice, finite eta: Im = -1.93069e-04 Ha
```
